# Why open metal faces often have lower work functions

**Q:** I measure the work function on different faces of one metal crystal and get different values. The bulk is the same, so what can change?

**A:** The charge distribution in the last few atomic layers. I shall use Hartree atomic units, take $z$ outward, and let $n$ be the electron number density and $n_+$ the density of positive charge. Let $U$ be an electron's electrostatic energy minus the chemical potential. The work function is then $W=U(\text{vacuum})$, taken just outside the face: beyond the electron tail, but at a distance small compared with the width of the face.

An electron's electrostatic energy is minus the electric potential, so Poisson's equation reads

$$\nabla^2U=4\pi(n_+-n).$$

Average over the surface plane, and also over one layer spacing along $z$, so that the lattice ripple vanishes inside. For a neutral surface the averaged $U$ is flat at both ends. Multiply by $z$ and integrate by parts:

$$\int z\,\bar U''dz=[z\bar U']-[\bar U]=-(W-U_{\rm in}),$$

since $\bar U'=0$ at both ends. The other side of Poisson's equation gives $-4\pi p$, where

$$p=\int z(\bar n-\bar n_+)\,dz .$$

Hence

$$W=U_{\rm in}+4\pi p .$$

$U_{\rm in}$ is the mean interior electrostatic energy relative to the chemical potential, a bulk quantity. For two clean faces of the same crystal,

$$W_a-W_b=4\pi(p_a-p_b).$$

My $p$ counts electrons as positive. Electrons spilling outward make $p$ positive and raise $W$; the electric dipole moment has the opposite sign.

**Q:** Cutting the crystal along another plane already changes the arrangement of charge. Does that alone change the step?

**A:** Not if the cut leaves whole, undistorted Wigner–Seitz cells and the crystal is a cubic elemental one with one atom per primitive cell. Each cell is neutral and has inversion symmetry, so it has no dipole. Its second moment still shifts the mean interior potential.

To find that shift, take one layer of cells, with plane-averaged charge $q(z)=\bar n_+-\bar n$. Its potential energy $U_1$ vanishes on both sides, because $q$ has no net charge and no dipole. Two integrations by parts give

$$\int U_1dz=\int\frac{z^2}{2}U_1''dz=2\pi\int z^2q\,dz .$$

Layers repeat every $d$, so the interior mean is this integral divided by $d$. With $\Omega$ the cell volume, equal to $d$ times the surface area per atom,

$$\langle U\rangle_{\rm in}-U_{\rm vac}=\frac{2\pi}{\Omega}\int_{\rm cell}z^2(n_+-n)\,d^3r .$$

In a cubic cell the second-moment tensor is isotropic. We may replace $z^2$ by $r^2/3$ for any surface normal, and the step is the same for every face. The differences come from how electrons rearrange after the cut.

This lets us choose a simpler reference: spread each ion's charge uniformly over its own cell, and start the electrons with the same uniform density. Positive and negative charge then cancel everywhere before rearrangement. What we lose is the detailed pull of the real ions on the rearranging electrons.

**Q:** What do the electrons do at such a cut?

**A:** The outer boundary of the cells has hills over the atoms and valleys between them. An electron density with the same sharp corrugation would vary rapidly sideways, which costs kinetic energy. Electrons therefore leave the hills and fill the valleys. This is Smoluchowski smoothing.

Let the positive edge be at $z=h(x,y)$, with $\langle h\rangle=0$, and let the density inside be $n_0$. Suppose first that the electron edge becomes completely flat at $z=0$. In one column the electron moment changes by

$$-\int_0^h n_0z\,dz=-\frac{n_0h^2}{2}.$$

The result is negative for a valley too, since reversing the limits and the sign of $z$ leaves $h^2$. The charge is conserved because $\langle h\rangle=0$. Thus

$$\Delta p=-\frac{n_0\langle h^2\rangle}{2},\qquad \Delta W_{\rm frozen}=-2\pi n_0\langle h^2\rangle .$$

Electrons have moved from high places to low places. The hills are left positive and the valleys negative, opposing the ordinary outward spill. "Frozen" means that the flattened electrons are not yet allowed to respond to the new potential.

**Q:** Why should an open face have larger hills? "Open" sounds like a statement about atoms per area.

**A:** The two are tied together. At fixed bulk density, fewer atoms per area in a layer means a smaller layer spacing $d$. The hills follow from $d$ by a moment argument.

Put the top layer of atoms at $z=0$ and let $b(x,y)$ be the upper boundary of all the cells in the half crystal. This is single-valued: going straight up, one can only cross a cell wall toward a neighbour whose centre is higher. The top layer's cells fill the space between this boundary and the one left when that layer is removed; the two touch where an open face leaves gaps between the cells. The lower boundary is $b-d$ apart from a sideways shift. That shift does not affect plane averages.

The layer's first moment vanishes by inversion:

$$0=\tfrac12\langle b^2-(b-d)^2\rangle=d\langle b\rangle-\tfrac12d^2,$$

so $\langle b\rangle=d/2$. Write $b=d/2+h$. The second moment per area is

$$\tfrac13\langle b^3-(b-d)^3\rangle
=d\langle b^2\rangle-d^2\langle b\rangle+\tfrac13d^3 .$$

Insert $\langle b^2\rangle=d^2/4+\langle h^2\rangle$ and $\langle b\rangle=d/2$. The right side becomes $d\langle h^2\rangle+d^3/12$. Divide by the volume per area, $d$:

$$\langle h^2\rangle=\langle z^2\rangle_{\rm cell}-\frac{d^2}{12}.$$

The cell average is common to all faces of a cubic crystal. A smaller spacing therefore gives rougher cell boundaries.

**Q:** Can you put numbers on that for an fcc metal?

**A:** Let $a$ be the cubic lattice constant. The planes bisecting the nearest-neighbour vectors bound the cell by $|x|+|y|\le a/2$ and the two similar conditions. At height $z\ge0$ the cross-section is a square of side $2(a/2-z)$. For $z<a/4$, four corner triangles with legs $a/2-2z$ are cut off. Its area is

$$S(z)=4\left(\frac a2-z\right)^2-8\left(\frac a4-z\right)^2,$$

where the second term is present only for $z<a/4$. Using $\int_0^c z^2(c-z)^2dz=c^5/30$ and doubling for negative $z$,

$$\int_{\rm cell}z^2d^3r
=\frac{8}{30}\frac{a^5}{32}-\frac{16}{30}\frac{a^5}{1024}
=\frac{a^5}{128}.$$

Division by the cell volume $a^3/4$ gives $\langle z^2\rangle_{\rm cell}=a^2/32$.

Take $a=0.36$ nm and one free electron per atom, rough values in the regime of copper. For (111), $d=0.2078$ nm, so

$$\langle h^2\rangle=\frac{0.36^2}{32}-\frac{0.2078^2}{12}
=0.00045\ {\rm nm^2},$$

an rms height of 0.021 nm. The same arithmetic gives 0.037 nm for (100) and 0.052 nm for (110). Tracing the cell boundaries numerically gives the same rounded values.

With $n_0=85.7\ {\rm nm^{-3}}$, the frozen shifts are $-0.35$, $-1.05$ and $-2.09$ eV for (111), (100) and (110).

**Q:** Two electronvolts is far more than I would expect between faces. What is wrong?

**A:** The electrons were frozen after being flattened. Once the barrier falls, they spill farther out, which restores much of the dipole. There is a compact way to calculate what survives.

Keep the electrons uniform along the surface, so that they see only the plane-averaged positive charge. Let $E$ be the energy per area with $N$ electrons per area, and fix the zero of potential on a distant vacuum plane. A small change $\delta v(z)$ in the external potential energy changes $E$ by $\int n\,\delta v\,dz$. Since $\mu=\partial E/\partial N$, exchanging the order of differentiation gives

$$\delta\mu=\int\delta v(z)f(z)\,dz,\qquad
f(z)=\frac{\partial n(z)}{\partial N}.$$

Here $f$ is the profile of a small added charge, with $\int f\,dz=1$. With vacuum as zero, $W=-\mu$, so to first order

$$\Delta W=-\int\delta v\,f\,dz .$$

Changing a flat positive edge into a corrugated one adds $n_0\langle\theta(h-z)-\theta(-z)\rangle$ to the positive charge. Here $\theta$ is the unit step. Integrating $\delta v''=4\pi\,\delta n_+$ twice, with $\delta v=0$ in vacuum, gives

$$\delta v(z)=2\pi n_0\left[\langle(h-z)_+^2\rangle-(-z)_+^2\right],$$

where $(y)_+$ means $y$ if positive and zero otherwise. The function $(y)_+^2$ is convex, so its average is at least its value at the average height: $\delta v\ge0$. Deep inside, $\langle(h-z)^2\rangle-z^2=\langle h^2\rangle$, so $\delta v$ has the full frozen value. Beyond the highest hill it is zero.

The surviving fraction is therefore set by where added charge sits. A metal keeps its interior neutral, so added charge collects at the surface, largely outside the positive edge, where $\delta v$ is small.

**Q:** Is that a picture, or have you computed where the added charge sits?

**A:** I computed it in a density model that includes Thomas–Fermi kinetic energy, a gradient energy, local exchange and Wigner correlation. With $n=\psi^2$, the gradient energy is $(\lambda/2)\int|\nabla\psi|^2d^3r$. Minimizing the total energy at fixed electron number gives

$$-\frac{\lambda}{2}\nabla^2\psi+[u(n)+U]\psi=0,$$

$$u(n)=\frac{(3\pi^2n)^{2/3}}2-\left(\frac{3n}{\pi}\right)^{1/3}+v_c(n).$$

The correlation potential $v_c$ follows from the energy per electron $-0.44/(r_s+7.8)$, with $r_s=(3/4\pi n)^{1/3}$. This equation is solved together with Poisson's equation. I chose $\lambda=1/4$; the model has no orbitals and no d electrons.

Charging the flat surface slightly with either sign gives $f$. Its centroid is 0.080 nm outside the positive edge, and about 12% of its weight lies inside. For a small cosine corrugation of amplitude 0.3 bohr, a direct solution gives $\Delta W=-11.9$ meV, and the integral with $f$ gives $-12.2$ meV.

For the three fcc faces I replace the true two-dimensional hills by cosine furrows. They have the correct $\langle h^2\rangle$, and their period is the spacing of close-packed rows. Bulk density and mean edge position are held fixed. The first-order rule then keeps 13% to 14% of the frozen shift.

First order is not accurate for the largest hills. On (110) it predicts $-0.30$ eV, while the full solution with the same plane-averaged background gives $-0.18$ eV. The sign survives but the linear size does not.

**Q:** You have still forced the electrons to be uniform along the surface. Surely they follow the hills to some extent?

**A:** They do, and that weakens the effect. Define a following factor $s$ by projecting the electron charge in each column onto $h$: $s=0$ means no following and $s=1$ complete following.

A simple balance shows what controls it. Take $h=A\cos Gx$ and an electron edge $sh$. The uncompensated sheet charge has amplitude $\sigma=n_0(1-s)A$. Its potential has amplitude $2\pi\sigma/G$, so the electrostatic energy per area is

$$\frac12\cdot\frac12\,\sigma\,\frac{2\pi\sigma}{G}
=\frac{\pi n_0^2(1-s)^2A^2}{2G}.$$

Assume that bending the electron edge costs $\frac12\gamma\langle(\partial_x sh)^2\rangle=\frac14\gamma s^2G^2A^2$, with an effective stiffness $\gamma>0$. Setting the derivative of the sum with respect to $s$ to zero gives

$$\frac{s}{1-s}=\frac{2\pi n_0^2}{\gamma G^3}.$$

Wide furrows are followed and narrow ones are smoothed. In the limit of very wide terraces, $s\to1$ and smoothing on the terrace scale disappears.

The density solutions give $s=0.15$, 0.22 and 0.45 for (111), (100) and (110), whose row spacings are 0.221, 0.255 and 0.360 nm. We can fix $\gamma$ from (110), where $s/(1-s)=0.80$. The cube of the row spacing then predicts 0.18 for (111) and 0.28 for (100); the solutions give 0.17 and 0.28. With $\gamma$ fitted on one face, the simple balance comes close to the other two. The furrow amplitude also differs between the faces, so this is not a clean test of the $G^{-3}$ law, and the fitted $\gamma$ should not be carried over to much wider furrows.

**Q:** If the open face is followed best, could that undo the advantage of its larger hills?

**A:** It could in principle, because the two trends compete. With sharp edges, partial following changes the moment by

$$\Delta p=\frac{n_0}{2}\langle s^2h^2-h^2\rangle
=-\frac{n_0}{2}(1-s^2)\langle h^2\rangle .$$

For (110) the factor $1-s^2$ is 0.80, while $\langle h^2\rangle$ is six times that of (111). The hills win.

The density solutions, now free to vary along the surface, agree on the order:

| Face | $\Delta W$ from flat edge (eV) | $W$ (eV) |
|---|---:|---:|
| (111) | −0.04 | 3.33 |
| (100) | −0.10 | 3.27 |
| (110) | −0.15 | 3.22 |

These values are for a grid step of 0.2 bohr along $z$. A finer grid raises each $W$ by 0.002 to 0.003 eV, changes the shifts by at most 0.001 eV and lowers each $s$ by about 0.003, so the last digit of $W$ and $s$, here and in the gate example below, is uncertain.

On each face, lateral freedom recovers part of the drop found with laterally uniform electrons, but not all of it. For (110) the drop goes from 0.184 to 0.149 eV. That ratio, 0.81, is close to the sharp-edge factor, although the sharp-edge formula was not derived for a soft surface.

The dipole can be read directly. In laboratory units $4\pi\Delta p$ becomes $e^2\Delta p/\varepsilon_0$ for $p$ as a number per length, or 18.1 eV for each $e$/nm. On (110),

$$\Delta W=18.1\times(-0.00826)=-0.15\ {\rm eV}.$$

**Q:** How does this compare with real copper, and how far should I trust 0.11 eV between (111) and (110)?

**A:** Trust the direction more than the size: the model shows that smoothing lowers the work function most on the open face, not that smoothing is the main cause of the contrast in real copper. With the geometry fixed, doubling $\lambda$ changes the contrast from 0.11 to 0.15 eV, and $\lambda=1/9$ and $\lambda=1$ give 0.07 and 0.20 eV, with the flat-edge work function running from 2.9 to 4.7 eV. Real copper has the same order of faces, but its (111)–(110) contrast is roughly 0.4 eV and its work functions are roughly 4.5 to 5 eV. At $\lambda=1/4$ the model is low on both counts, and its contrast stays low over this whole range of $\lambda$. It has no orbitals and no d electrons, and it omits the discrete ionic potential and the second lateral direction of the hills; I have not separated the contributions of these simplifications.

**Q:** When would the rule fail altogether?

**A:** When another contribution to $p$ outweighs smoothing. The amount needed is small. To cancel the model's (111)–(110) contrast, the (110) face needs an extra outward electron moment of

$$0.00826-0.00213=0.00613\ e/{\rm nm}.$$

The area per surface atom on (110) is $a^2/\sqrt2=0.092\ {\rm nm^2}$, so this is 0.00056 $e$ nm per atom. A net outward shift of one hundredth of an electron by 0.056 nm is enough. This is the shift left after the metal has readjusted; a displacement imposed close to the surface is partly screened and must be larger.

An adsorbate that draws electrons outward mainly on the open face can therefore reverse the order. Directional bonding that puts charge outside an open face works in the same direction. Even a clean elemental fcc metal can break the order: aluminium is reported with (100) above (111). Relaxation of the top layer also changes the dipole, but need not be large enough to reverse the order. In a compound, different terminations may carry different ionic dipoles, and the cell argument for an elemental cubic crystal no longer applies. TiN, which is used as a gate metal, is such a compound. Openness alone does not fix its order of work functions.

**Q:** My gate is polycrystalline. How do these face differences become threshold variability?

**A:** Suppose that the threshold voltage follows the area-averaged work function, and that the gate has $N$ equal grains with independent orientations. The variance of the sum of $N$ independent values is $N\sigma_{\rm grain}^2$. Dividing the sum by $N$ divides its variance by $N^2$, so

$$\sigma_W=\frac{\sigma_{\rm grain}}{\sqrt N}.$$

Take a 20 nm by 20 nm gate with 5 nm grains, hence $N=16$, and choose probabilities 0.6, 0.3 and 0.1 for (111), (100) and (110). The mean is

$$0.6(3.333)+0.3(3.272)+0.1(3.222)=3.30\ {\rm eV}.$$

The spread of one grain about this mean is 38.6 meV, so

$$\sigma_W=\frac{38.6}{\sqrt{16}}=9.7\ {\rm meV},$$

or a threshold spread of 9.7 mV. Fewer, larger grains increase it.

**Q:** Which of those assumptions would a real high-k device break?

**A:** Several, and they do not all act in the same direction.

First, the metal here is a simple copper-like model, not a real gate material. If all face differences were scaled up to give the rough 0.4 eV contrast of real copper, the gate spread would rise to about $9.7\times0.4/0.11\approx35$ meV.

Second, states at the metal–dielectric interface partly pin the work function. An empirical slope rule, $S=1/[1+0.1(\varepsilon_\infty-1)^2]$, gives $S=0.53$ for a rough optical permittivity $\varepsilon_\infty=4$. It reduces the 9.7 meV spread to 5.1 meV. Bonding at a particular interface can depart from this rule.

Third, the channel does not see each grain separately. In a charge-free dielectric, a potential ripple $\cos Gx$ satisfies Laplace's equation if it decays as $e^{-Gz}$. Alternating 5 nm stripes have period 10 nm, so after 2 nm of dielectric the fraction of their main ripple left is

$$e^{-2\pi(2)/10}=0.28 .$$

This estimate ignores screening by the channel and any difference in permittivity between the channel and the dielectric. Other grain patterns have other periods and decay differently.

Fourth, subthreshold current depends exponentially on local threshold. Take an n-channel device with the ideal slope, so that the local current is proportional to $e^{-\delta W/k_BT}$. If every grain controlled its own parallel path at full strength, the threshold at 300 K would shift by

$$-k_BT\ln\left\langle e^{-\delta W/k_BT}\right\rangle=-33\ {\rm meV},$$

where $\delta W$ is measured from the mean and the area fractions equal the chosen probabilities. That exceeds the 9.7 meV spread, so the linear average would be poor. For weak ripples, expanding the exponential and logarithm gives $-\sigma^2/(2k_BT)$, since the mean of $\delta W$ is zero. For a single cosine ripple of period 10 nm, whose spread equals the one-grain value before the dielectric reduces it, this is

$$-\frac{(0.285\times38.6)^2}{2\times25.9}\approx-2.3\ {\rm meV}.$$

Randomly placed grains also contain longer ripples, which decay more slowly, so their shift is on average larger than this estimate, though it varies from gate to gate. The simple area average improves as the dielectric becomes thick compared with the grain size divided by $\pi$, and is doubtful when large grains sit close to the channel.

## Numbers as computed

```
lattice constant 0.36 nm; electrons per atom 1
electron density 85.73 nm^-3
(111) layer spacing 0.2078 nm, row spacing 0.2205 nm
(111) rms height: traced 0.02121 nm, moment rule 0.02121 nm
(100) layer spacing 0.1800 nm, row spacing 0.2546 nm
(100) rms height: traced 0.03669 nm, moment rule 0.03674 nm
(110) layer spacing 0.1273 nm, row spacing 0.3600 nm
(110) rms height: traced 0.05194 nm, moment rule 0.05196 nm
flat-surface work function 3.371 eV
added-charge centroid outside edge 0.0799 nm
added-charge fraction inside edge 0.124
small-corrugation shift: solved -11.882 meV, charge-profile rule -12.188 meV
(111) frozen shift -0.349 eV; surviving fraction 0.127
(111) averaged-edge shift: first order -0.0443 eV, solved -0.0405 eV
(111) corrugated shift -0.0385 eV; W 3.333 eV
(111) following factor 0.146; dipole change -0.00213 e/nm
(100) frozen shift -1.047 eV; surviving fraction 0.133
(100) averaged-edge shift: first order -0.1391 eV, solved -0.1079 eV
(100) corrugated shift -0.1000 eV; W 3.272 eV
(100) following factor 0.217; dipole change -0.00552 e/nm
(110) frozen shift -2.094 eV; surviving fraction 0.141
(110) averaged-edge shift: first order -0.2957 eV, solved -0.1841 eV
(110) corrugated shift -0.1494 eV; W 3.222 eV
(110) following factor 0.445; dipole change -0.00826 e/nm
(110) shift change on finer grid -0.0007 eV
W(111)-W(110): 0.1109 eV at gradient coefficient 0.25
W(111)-W(110): 0.1536 eV at gradient coefficient 0.50
vacuum ripple ratio: solved 0.1587, exponential 0.1577
gate side 20 nm, grain side 5 nm, grains 16
probabilities (111),(100),(110): 0.6, 0.3, 0.1
mean W 3.3035 eV; one-grain spread 38.60 meV
gate spread: formula 9.65 meV, enumeration 9.65 meV
optical permittivity 4.0: empirical pinning slope 0.526
gate spread after pinning 5.08 meV
patch ripple left after 2.0 nm dielectric 0.285
thermal energy at 300 K 25.85 meV
parallel-conduction threshold shift -32.74 mV
```
